# Orbital frequencies, time step and ionic mass shift in Car-Parrinello dynamics

An ion that moves through a molecule or a solid drags its electron cloud along. In Born-Oppenheimer dynamics the cloud is found afresh by energy minimization at every ionic position. Car-Parrinello dynamics instead gives the orbitals a fictitious inertia $\mu$ and lets them follow the ion by their own equation of motion, so that each step extrapolates the orbitals from the previous ones. How fast do the orbitals vibrate, how short must the time step be, and what does the ion feel when its cloud has inertia?

The algebra uses atomic units. The parameter $\mu$ has the dimension energy × time², or mass × length², because it multiplies the squared velocity of a normalized orbital.

## 1. One orbital and two levels

Take one real orbital holding two electrons, in a space spanned by two fixed functions $u$ and $v$. Normalization leaves one angle:

$$\phi=\cos\theta\,u+\sin\theta\,v,\qquad \langle\dot\phi|\dot\phi\rangle=\dot\theta^2 .$$

Let the lower eigenstate of the Hamiltonian lie at the angle $\alpha(R)$, where $R$ is the ion's coordinate, and let the gap $\Delta=e_2-e_1$ be constant for now. The weight of $\phi$ in the upper state is $\sin^2(\theta-\alpha)$, so the energy of the two electrons is $2e_1+2\Delta\sin^2(\theta-\alpha)$. With $2e_1$ and all direct ionic terms collected in $U(R)$,

$$L=\mu\dot\theta^2+\tfrac12M\dot R^2-2\Delta\sin^2(\theta-\alpha(R))-U(R).$$

Here the fictitious kinetic energy is $\mu\langle\dot\phi|\dot\phi\rangle$, without a factor one half. Another convention rescales $\mu$ in every result below.

Define the lag $\delta=\theta-\alpha$. The equation for $\theta$ is $2\mu\ddot\theta=-2\Delta\sin2\delta$, which for small $\delta$ becomes

$$\mu(\ddot\alpha+\ddot\delta)=-2\Delta\,\delta. \tag{1}$$

**Ion at rest.** Then $\ddot\alpha=0$ and $\delta$ oscillates with

$$\omega=\sqrt{2\Delta/\mu}.$$

The 2 under the root is the occupation number.

**Ion moving slowly.** If $\delta$ has no fast oscillation, $\ddot\delta$ is negligible beside $\omega^2\delta$, and (1) gives $\delta=-\mu\ddot\alpha/(2\Delta)$. The force on the ion is

$$-\frac{\partial}{\partial R}\left[2\Delta\sin^2(\theta-\alpha)+U\right]=2\Delta\sin(2\delta)\,\alpha'-U'\simeq4\Delta\,\delta\,\alpha'-U'.$$

The Born-Oppenheimer force is $-U'$. The excess is $4\Delta\delta\alpha'=-2\mu\alpha'\ddot\alpha$. Since $\ddot\alpha=\alpha'\ddot R+\alpha''\dot R^2$, setting $G=\alpha'^2$, so that $\tfrac12G'=\alpha'\alpha''$, gives

$$F_{\rm CP}-F_{\rm BO}=-2\mu\left(G\ddot R+\tfrac12G'\dot R^2\right). \tag{2}$$

The bias is linear in $\mu$. If $G$ is constant, moving the term to the left of $M\ddot R=F$ turns $M$ into $M+2\mu G$. If $G$ varies, the inertia depends on position and a velocity term comes with it.

**Orbital at rest beside a moving ion.** Start with $\delta=0$ and $\dot\theta=0$ while the ion has velocity $v$. Then $\dot\delta(0)=-\alpha'v$ and, over a time in which $\alpha'$ hardly changes, $\delta=-(\alpha'v/\omega)\sin\omega t$. With $4\Delta=2\mu\omega^2$, the excess force is

$$4\Delta\,\delta\,\alpha'=-2\mu\omega Gv\,\sin\omega t .$$

Since $\omega\propto\mu^{-1/2}$, this ripple has amplitude proportional to $\sqrt\mu$. Its mean vanishes at this order, but it leaves a trace if the gap depends on $R$. The energy $2\Delta\delta^2$ then exerts the mean force $-2\Delta'\langle\delta^2\rangle=-\Delta'Gv^2/\omega^2=-\mu Gv^2\Delta'/(2\Delta)$, which is again linear in $\mu$. Equation (2) therefore needs orbitals that start with the velocity of the adiabatic path and, if the ion is accelerating, also with the lag $\delta=-\mu\ddot\alpha/(2\Delta)$. If such an ion starts with $\delta=0$ instead, (1) adds a ripple as large as the bias itself.

## 2. Many orbitals: the frequencies

Let $\phi_i$ be real, orthonormal and doubly occupied, expanded in a basis that does not move with the ions. With symmetric multipliers $\Lambda_{ij}$,

$$L=\mu\sum_i\langle\dot\phi_i|\dot\phi_i\rangle+\tfrac12\sum_IM_I\dot R_I^2-E[\phi,R]+\sum_{ij}\Lambda_{ij}\left(\langle\phi_i|\phi_j\rangle-\delta_{ij}\right).$$

The density is $n=2\sum_i\phi_i^2$, so $\delta E/\delta\phi_i=4h\phi_i$, where $h$ is the effective one-electron Hamiltonian. One factor 2 is the occupation and the other comes from differentiating a square. Varying $L$ gives $2\mu\ddot\phi_i=-4h\phi_i+2\sum_j\Lambda_{ij}\phi_j$, or

$$\mu\ddot\phi_i=-2h\phi_i+\sum_j\Lambda_{ij}\phi_j. \tag{3}$$

Now fix the ions. Near the ground state, with virtual orbitals $\phi_a$, the displaced orbitals are

$$\tilde\phi_i=\phi_i+\sum_a\kappa_{ia}\phi_a-\tfrac12\sum_{ja}\kappa_{ia}\kappa_{ja}\phi_j+O(\kappa^3).$$

The last sum restores orthonormality: the virtual parts add $\sum_a\kappa_{ia}\kappa_{ja}$ to the overlap of $\tilde\phi_i$ and $\tilde\phi_j$, and the two correction terms remove it. Keep $h$ frozen. The virtual part contributes $2\kappa_{ia}^2e_a$ to the energy and the normalization part $-2\kappa_{ia}^2e_i$, so

$$\delta E=2\sum_{ia}(e_a-e_i)\kappa_{ia}^2,\qquad \text{fictitious kinetic energy}=\mu\sum_{ia}\dot\kappa_{ia}^2 .$$

Hence $2\mu\ddot\kappa_{ia}=-4(e_a-e_i)\kappa_{ia}$ and

$$\omega_{ia}=\sqrt{\frac{2(e_a-e_i)}{\mu}}. \tag{4}$$

For one occupied and one virtual orbital this is the two-level result. Rotations among occupied orbitals leave the density matrix unchanged and have no restoring force.

In a self-consistent theory $h$ responds to the displacement. As a simple interaction take $(g/2)\int n^2dx$ in one dimension. The first-order density change is $\delta n=4\sum_{ia}\kappa_{ia}\phi_i\phi_a$, and the additional energy $(g/2)\int\delta n^2dx$ equals $8g\sum\kappa_{ia}K_{ia,jb}\kappa_{jb}$ with $K_{ia,jb}=\int\phi_i\phi_a\phi_j\phi_b\,dx$. The equation of motion becomes

$$\mu\ddot\kappa=-2A\kappa,\qquad A=\mathrm{diag}(e_a-e_i)+4gK, \tag{5}$$

so $\omega^2$ is $2/\mu$ times an eigenvalue of $A$. Because $\sum\kappa K\kappa=\int(\sum\kappa_{ia}\phi_i\phi_a)^2dx\ge0$, the kernel of a repulsive $g$ cannot bring the smallest eigenvalue of $A$ below the smallest gap of the self-consistent $h$. Formula (4) is the limit $g\to0$.

**A model with numbers.** Four electrons move in a periodic one-dimensional cell of length 8 Å, in the potential

$$V=-C\,e^{-x^2/2s^2}-D\,e^{-(x-R)^2/2s^2}$$

plus periodic images, with $s=0.5$ Å, $C=40$ eV for a fixed neighbour and $D=30$ eV for the moving ion. The contact strength is $g=3$ eV Å, the cutoff 400 eV, and $\mu=400$ atomic units. At $R=1.6$ Å, iterating the density to self-consistency in 27 plane waves gives the lowest levels −22.982, −14.367, −2.585 and 2.317 eV. The first two are occupied, and the gap is $-2.585+14.367=11.782$ eV. With 27.211 eV per hartree, (4) gives

$$\hbar\omega=\sqrt{2\times11.782\times27.211/400}\ \text{eV}=1.266\ \text{eV}.$$

The smallest eigenvalue of $A$ is 13.075 eV, which raises the quantum to 1.334 eV.

The difference is visible in time. I displaced the orbitals along the five lowest eigenvectors of $A$ and integrated (3) for 400 atomic units of time, about 9.7 fs. The mode amplitudes follow cosines with the frequencies from (5) to within 0.0013 of their initial value. Cosines with the bare frequencies miss by up to 0.87 of it. For the lowest mode alone, the difference of 0.068 eV builds up a phase error of about 1 radian in this time, enough for a miss of that size. With $g=0$ the bare formula holds to within 0.0015.

When the gap closes, the lowest bare frequency goes to zero and no choice of $\mu>0$ keeps it above the ionic frequencies. The slow-ion argument then fails, unless the kernel keeps the mode stiff. It fails for a metal in this zero-temperature scheme, where a continuum of gaps reaches down to zero.

## 3. The fastest mode sets the time step

The Verlet method replaces $\ddot c=-\omega^2c$ by

$$c_{k+1}-(2-\omega^2\Delta t^2)c_k+c_{k-1}=0 .$$

Orthonormality does not change this recursion. At first order the virtual component of $\phi_i$ gets $-(2\Delta t^2/\mu)e_ac_k$ from $h$ and $+(2\Delta t^2/\mu)e_ic_k$ from the multiplier, whose ground-state value is $\Lambda_{ii}=2e_i$. The gap appears again, and the response of $h$ adds the kernel.

Insert $c_k=z^k$: $z^2-(2-\omega^2\Delta t^2)z+1=0$. The product of the two roots is 1. For $0<\omega\Delta t<2$ they are complex conjugates on the unit circle and the motion is bounded. For $\omega\Delta t>2$ they are real and one lies below $-1$, so the amplitude grows with alternating sign. At equality the double root $-1$ allows linear growth. The condition is

$$\Delta t<2/\omega_{\max}. \tag{6}$$

The cutoff enters through the largest gap. Let the effective potential $v$ be local, with cell average $\bar v$, and let $T_{\max}$ be the largest kinetic energy of a plane wave in the basis. That plane wave has uniform density and energy $T_{\max}+\bar v$, so $e_{\max}\ge T_{\max}+\bar v$. The constant function has energy $\bar v$, so $e_{\min}\le\bar v$. In the other direction $e_{\max}\le T_{\max}+v_{\max}$ and $e_{\min}\ge v_{\min}$. Together,

$$T_{\max}\le e_{\max}-e_{\min}\le T_{\max}+v_{\max}-v_{\min}. \tag{7}$$

If the cutoff is large compared with the range of the potential and with the kernel, $\omega_{\max}\simeq\sqrt{2E_{\rm cut}/\mu}$ and

$$\Delta t_{\max}\simeq\sqrt{\frac{2\mu}{E_{\rm cut}}}. \tag{8}$$

For free electrons, $v$ constant and $g=0$, both inequalities in (7) become equalities, and (8) differs from the true limit by the gap between $T_{\max}$ and $E_{\rm cut}$ alone.

In the model, (7) reads $397.2\le411.6\le431.5$ eV. The cutoff is $400/27.211=14.70$ hartree, so (8) gives $\sqrt{800/14.70}=7.38$ atomic units, or 0.178 fs. The highest eigenvalue of $A$ gives 0.176 fs. The estimate is therefore slightly too long here, and a working step needs a margin below it.

The edge is sharp. A displacement of $10^{-6}$ along the highest mode, with the first two frames equal, evolves as $c_k=c_0\cos[(k+\tfrac12)\chi]/\cos(\chi/2)$, where $2\sin(\chi/2)=\omega\Delta t$. At 0.99 of the limit the largest possible magnification is $1/\sqrt{1-0.99^2}=7.1$, and 400 integrated steps reach $7.1\times10^{-6}$. At 1.01 of the limit the growing root is $z=-1.33$, and the deviation passes $10^{-3}$ within the same number of steps.

## 4. Many orbitals: the force on the ion

The two-level excess force came from the lag of the orbital. The same route works in general, once the motion within the occupied space is known. From (3),

$$\frac{d}{dt}\left(\langle\phi_j|\dot\phi_i\rangle-\langle\dot\phi_j|\phi_i\rangle\right)=\langle\phi_j|\ddot\phi_i\rangle-\langle\ddot\phi_j|\phi_i\rangle=0,$$

because $h$ and $\Lambda$ are symmetric. Orthonormality gives $\langle\phi_j|\dot\phi_i\rangle+\langle\dot\phi_j|\phi_i\rangle=0$. If the difference starts at zero, both terms stay zero: each orbital velocity lies in the virtual space. With $P=\sum_i|\phi_i\rangle\langle\phi_i|$ and $Q=1-P$, the adiabatic path obeys

$$\dot\phi_i=\dot R\,D_i,\qquad D_i=Q\,\partial_R\phi_i. \tag{9}$$

Let $d_{ia}=\langle\phi_a|D_i\rangle$ and $w_{ia}=\langle\phi_a|\partial_RV|\phi_i\rangle$. When the ion moves by $dR$, the energy as a function of the orbital displacement is $4\,\kappa\cdot w\,dR+2\,\kappa\cdot A\kappa$. Its minimum is at $\kappa=-A^{-1}w\,dR$, so

$$d=-A^{-1}w. \tag{10}$$

Now let $\kappa$ be the lag behind the adiabatic path. For slow motion its own acceleration is negligible, and the virtual part of (3) reads

$$\mu\langle\phi_a|\ddot\phi_i\rangle=-2(A\kappa)_{ia}.$$

The electronic force is $-2\sum_i\langle\phi_i|\partial_RV|\phi_i\rangle$, and the lag changes it by $-4\,w\cdot\kappa$. Substituting $w=-Ad$ and using the symmetry of $A$,

$$F_{\rm CP}-F_{\rm BO}=4\,d\cdot A\kappa=-2\mu\sum_i\langle D_i|\ddot\phi_i\rangle .$$

By (9), $\ddot\phi_i=\ddot RD_i+\dot R\dot D_i$, and $\sum_i\langle D_i|\dot D_i\rangle$ is half the time derivative of $\sum_i\langle D_i|D_i\rangle$. Equation (2) returns, with

$$G=\sum_i\langle D_i|D_i\rangle=\sum_{ia}d_{ia}^2=\tfrac12\,\mathrm{Tr}\,(\partial_RP)^2. \tag{11}$$

The trace form follows because $\partial_RP$ has the elements $d_{ia}$ in both its occupied-virtual and its virtual-occupied block. For two levels, $D=\alpha'$ times the upper state and $G=\alpha'^2$, as before. With several coordinates the same steps give

$$F_{{\rm CP},I}-F_{{\rm BO},I}=-2\mu\sum_J\left(G_{IJ}\ddot R_J+\dot R_J\sum_i\langle D_{Ii}|\dot D_{Ji}\rangle\right),\quad G_{IJ}=\sum_i\langle D_{Ii}|D_{Ji}\rangle,$$

so the added mass is a matrix that can couple different ions.

**The size of the neglected term.** Let the ion vibrate as $u\propto\cos\Omega t$ with small amplitude. For an orbital mode $m$ of frequency $\omega_m$, keeping $\ddot\kappa_m$ gives $\ddot\kappa_m+d_m\ddot u=-\omega_m^2\kappa_m$, hence $\kappa_m=\Omega^2d_mu/(\omega_m^2-\Omega^2)$. The excess force $2\mu\sum_m\omega_m^2d_m\kappa_m$ then corresponds to the added mass

$$\Delta M=2\mu\sum_m\frac{d_m^2}{1-\Omega^2/\omega_m^2}.$$

For $\Omega\ll\omega_m$ it tends to $2\mu G$. Since $\omega_m^2\propto1/\mu$, the relative correction is itself linear in $\mu$.

**The model again.** Centered differences of the self-consistent projector at $R=1.6$ Å give $G=1.07645$ Å⁻², and (10) gives 1.07647 Å⁻². If $D_i$ is replaced by the full derivative of the canonical orbitals, which includes their rotation into each other, the sum is 1.287 Å⁻², about 20 % too large. The conservation law above excludes that part.

To see the bias itself I moved the ion along

$$R(t)=R_0+a\left[\frac{1-\cos(2\pi t/\tau)}{2}\right]^2,\quad R_0=1.6\ \text{Å},\ a=0.3\ \text{Å},\ \tau=145\ \text{fs}.$$

Its velocity and acceleration vanish at the start, so orbitals at rest are on the adiabatic path. At points spaced evenly in time, the force from the integrated orbitals was compared with that from the self-consistent ground state. The largest sampled bias is 0.00813 eV/Å, and (2) gives 0.00812 eV/Å there. Over all points, (2) misses by at most 0.08 % of the largest bias; without the velocity term the miss is 1.05 %. On this path the bias is mainly a mass effect.

Next the ion was set free with $M=20000\,m_e$. The direct ionic potential was chosen to put the Born-Oppenheimer minimum at $R_0$ with force constant $K=10$ eV/Å². For small vibrations the velocity term is of second order in the amplitude, and

$$T=2\pi\sqrt{\frac{M+2\mu G}{K}}. \tag{12}$$

In atomic units $G=1.07645\times0.52918^2=0.3014$, so $2\mu G=800\times0.3014=241\,m_e$ for $\mu=400$. The Born-Oppenheimer period of 67.0014 fs becomes $67.0014\sqrt{20241/20000}=67.404$ fs. The integrated motion has a period of 67.405 fs. Solving (12) for the added mass from the measured periods gives:

| $\mu$ (a.u.) | from period ($m_e$) | $2\mu G$ ($m_e$) |
|---:|---:|---:|
| 100 | 60.35 | 60.29 |
| 200 | 120.69 | 120.57 |
| 400 | 241.5 | 241.2 |

The measured masses grow in proportion to $\mu$ and agree with $2\mu G$ to within 0.2 %. At $\mu=400$ the slowest orbital period is $4.1357/1.334=3.10$ fs, with Planck's constant in eV fs, so $\Omega^2/\omega^2\simeq(3.10/67.0)^2=0.002$. Summing the frequency-dependent $\Delta M$ over all orbital modes gives 60.31, 120.67 and 241.53 $m_e$, relative corrections of 0.04, 0.08 and 0.16 %, linear in $\mu$ as expected. What remains against the measured values is at most 0.04 $m_e$. This is the size of the numerical effects in the run: an offset of about $+0.07\,m_e$ from the finite-difference force constant and the anharmonicity, and the Verlet shortening of the ionic period, worth $-0.03$ to $-0.12\,m_e$.

Finally, let the orbitals start at rest beside an ion already moving at a small constant velocity. The peak of the force ripple for $\mu=400$ is 2.000 times that for $\mu=100$, the $\sqrt\mu$ law of Section 1.

## 5. A rigid atom: beryllium

In one limit $G$ needs no response calculation. Let a free closed-shell atom move without deformation, so that $\phi_i(\mathbf r-\mathbf R)$ carries the whole dependence on $\mathbf R$. Then $\partial_X\phi_i=-\partial_x\phi_i$, and removing the occupied part gives

$$G=\sum_i\langle\partial_x\phi_i|\partial_x\phi_i\rangle-\sum_{ij}\langle\phi_j|\partial_x\phi_i\rangle^2 .$$

For a spherical closed-shell atom the first sum is one third of $\sum_i\langle\nabla\phi_i|\nabla\phi_i\rangle$. The total electronic kinetic energy is $T_s=2\sum_i\tfrac12\langle\nabla\phi_i|\nabla\phi_i\rangle$, which is the same sum, so the first term is $T_s/3$. The second sum vanishes if the occupied orbitals are all of s type, because $\partial_x\phi_i$ is then odd. Therefore

$$\Delta M=2\mu G=\tfrac23\,\mu T_s. \tag{13}$$

If occupied s and p orbitals are coupled by $\partial_x$, the second sum is positive and (13) is an upper bound. By translation invariance $G$ does not depend on position. The velocity term vanishes, and an atom in uniform motion feels no bias.

Beryllium has the occupied orbitals 1s and 2s. Restricted Hartree-Fock with 14 s-type Gaussians, which leaves out correlation and relativity, gives $T_s=396.54$ eV, or 14.573 hartree. Larger s bases raise this by about 0.01 eV, to 396.55 eV, which leaves the masses below unchanged at the digits shown. For $\mu=400$,

$$\Delta M=\tfrac23\times400\times14.573\,m_e=3886\,m_e .$$

The atom's mass is 16428 $m_e$, so the added inertia is 23.7 % of it. The 1s orbital supplies 93 % of the kinetic energy and, by (13), the same share of the added mass. These figures hold for an all-electron treatment in which the core orbital also carries the inertia $\mu$. Plane-wave Car-Parrinello calculations normally replace the core by a pseudopotential, and then only the smooth valence orbital enters (13). With common two-electron-core pseudopotentials for beryllium, $T_s$ is 0.32 to 0.34 hartree and $\Delta M$ is 84 to 92 $m_e$, about 0.5 to 0.6 % of the atomic mass.

The definition (11) can also be used directly. Displace the two orbitals by $\epsilon$ and let $S_{ij}$ be their overlaps with the original ones. The part that leaves the occupied space has squared norm $2-\sum_{ij}S_{ij}^2=G\epsilon^2$ to leading order. With $\epsilon=0.005$ bohr this gives $\Delta M=3885.5\,m_e$.

For a free atom the shift can be compensated by entering $M-\Delta M=12542\,m_e$ as the ionic mass, so that ion and cloud together have the physical inertia. In a molecule or solid this is an approximation: it is good to the extent that the orbitals move rigidly with their atoms, and it misses the deformation of the cloud and the off-diagonal elements $G_{IJ}$.

The choice of $\mu$ is a compromise between (8) and (2). Reducing $\mu$ by a factor of four cuts the mass shift by four and halves the longest stable step.
